# Magnetic-dipole limit on the lifetime of erbium emission in silicon: a numerical check

```python
"""Magnetic-dipole (MD) lifetime limit of Er3+ emission in bulk silicon.

Result under test: A = n^3 * A0, lifetime limit = 1/A, where
  A0 = mu0 w^3 muB^2 S / (3 pi hbar c^3 (2J'+1))   vacuum MD rate
  n  = phase index at the emission frequency w, J' = 13/2 (upper manifold)
  S  = line strength of L + 2S between J' = 13/2 and J = 15/2, in muB^2.
Independent roads: a sum over box modes in a dispersive medium, spherical
waves around a dipole in a small cavity, and diagonalization of 4f^11.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.special import spherical_jn, spherical_yn
from sympy.physics.wigner import wigner_3j

hbar, c, mu0, eV = const.hbar, const.c, const.mu_0, const.e
muB = const.physical_constants["Bohr magneton"][0]
g_spin = abs(const.physical_constants["electron g factor"][0])
kB_eV = const.k / eV

# Inputs: rough typical values for Er in silicon
wavelength_nm = 1540.0
index_cold, index_warm = 3.45, 3.48
temperature_cold, temperature_warm = 20.0, 300.0      # K
resonance_eV = 4.1                   # one-oscillator dispersion model
slater_eV = {2: 12.0, 4: 8.4, 6: 6.7}
spin_orbit_eV = 0.295
stark_span_eV = 0.050
cavity_radius_nm = 0.25
barrier_eV, prefactor = 0.15, 1e9    # back-transfer: eV, 1/s
auger_cm3_s = 5e-13
trial_ed_vacuum = 10.0               # 1/s, trial electric-dipole rate

omega = 2 * np.pi * c / (wavelength_nm * 1e-9)
photon_eV = hbar * omega / eV


def md_rate(w, n, moment_squared):
    """Derived MD emission rate in a medium of phase index n."""
    return mu0 * n**3 * w**3 * moment_squared / (3 * np.pi * hbar * c**3)


# ---- Golden-rule sum over the modes of a periodic box ----
w_res = resonance_eV * eV / hbar
strength = (index_cold**2 - 1) * (1 - (omega / w_res)**2)


def silicon_index(w):
    return np.sqrt(1 + strength / (1 - (w / w_res)**2))


def vacuum_index(w):
    return np.ones_like(w)


def smeared_mode_sum(index, waves_per_box):
    """Rate for a moment muB along z, averaged over a Gaussian window;
    returns the mode sum and the same average of the derived formula."""
    sigma = 0.05 * omega
    w_grid = np.linspace(omega - 6 * sigma, omega + 6 * sigma, 8001)
    k_grid = index(w_grid) * w_grid / c
    k_center = index(np.array([omega]))[0] * omega / c
    box = 2 * np.pi * waves_per_box / k_center
    top = int(np.ceil(k_grid[-1] * box / (2 * np.pi)))
    line = np.arange(-top, top + 1)
    nx, ny, nz = np.meshgrid(line, line, line, indexing="ij")
    n2 = (nx**2 + ny**2 + nz**2).ravel()
    k = 2 * np.pi / box * np.sqrt(n2)
    keep = (k > k_grid[0]) & (k < k_grid[-1])
    k, n2, nz = k[keep], n2[keep], nz.ravel()[keep]
    w = np.interp(k, k_grid, w_grid)
    step = 1e-5 * omega
    d_w_eps = ((w + step) * index(w + step)**2
               - (w - step) * index(w - step)**2) / (2 * step)
    # magnetic amplitude squared of one photon, from the total field energy
    b2 = mu0 * hbar * w / (box**3 * (1 + d_w_eps / index(w)**2))

    def window(x):
        return (np.exp(-(x - omega)**2 / (2 * sigma**2))
                / (sigma * np.sqrt(2 * np.pi)))

    transverse = 1 - nz**2 / n2      # sum over both polarizations
    total = (2 * np.pi / hbar**2 * muB**2
             * np.sum(b2 * transverse * window(w)))
    formula = np.sum(window(w_grid) * md_rate(w_grid, index(w_grid), muB**2))
    return total, formula * (w_grid[1] - w_grid[0])


sum_vac, formula_vac = smeared_mode_sum(vacuum_index, 30)
sum_small, _ = smeared_mode_sum(silicon_index, 10)
sum_si, formula_si = smeared_mode_sum(silicon_index, 30)
assert abs(sum_vac / formula_vac - 1) < 1e-5
assert abs(sum_si / formula_si - 1) < 1e-5
dw = 1e-5 * omega
group_index = ((omega + dw) * silicon_index(omega + dw)
               - (omega - dw) * silicon_index(omega - dw)) / (2 * dw)


# ---- Dipole at the centre of an empty cavity in the dielectric ----
def cavity_factor(n, x, magnetic):
    """Radiated power over vacuum power; x = vacuum wavenumber * radius."""
    def regular(u):
        f = spherical_jn(1, u)
        return f, f + u * spherical_jn(1, u, derivative=True)

    def outgoing(u):
        f = spherical_jn(1, u) + 1j * spherical_yn(1, u)
        df = (spherical_jn(1, u, derivative=True)
              + 1j * spherical_yn(1, u, derivative=True))
        return f, f + u * df

    j, dj = regular(x)
    h, dh = outgoing(x)
    h_out, dh_out = outgoing(n * x)
    weight = 1.0 if magnetic else 1 / n**2
    matrix = np.array([[j, -h_out], [dj, -weight * dh_out]])
    _, transmitted = np.linalg.solve(matrix, np.array([-h, -dh]))
    return abs(transmitted)**2 / (n if magnetic else n**3)


x_cavity = omega / c * cavity_radius_nm * 1e-9
md_cavity = cavity_factor(index_cold, x_cavity, True)
ed_cavity = cavity_factor(index_cold, x_cavity, False)
ed_formula = index_cold * (3 * index_cold**2 / (2 * index_cold**2 + 1))**2
# finite cavity size enters at order (n*x)^2, about 1e-5
assert abs(md_cavity / index_cold**3 - 1) < 1e-3
assert abs(ed_cavity / ed_formula - 1) < 1e-3

# ---- All determinants of 4f^11 ----
determinants = [sum(1 << o for o in occ)
                for occ in combinations(range(14), 11)]
position = {d: i for i, d in enumerate(determinants)}
hops = []
for col, det in enumerate(determinants):
    for b in range(14):
        if not det >> b & 1:
            continue
        rest = det ^ (1 << b)
        parity_b = bin(det & ((1 << b) - 1)).count("1")
        for a in range(14):
            if rest >> a & 1:
                continue
            parity = parity_b + bin(rest & ((1 << a) - 1)).count("1")
            hops.append((position[rest | 1 << a], col, a, b, (-1)**parity))
row_i, col_i, a_i, b_i, signs = np.array(hops).T
size = len(determinants)


def lift(one_body):
    """Many-electron matrix of a sum of one-electron operators."""
    out = np.zeros((size, size))
    np.add.at(out, (row_i, col_i), one_body[a_i, b_i] * signs)
    return out


m_values = np.arange(-3, 4)
lz = np.diag(m_values.astype(float))
l_plus = np.diag([np.sqrt(12 - m * (m + 1)) for m in m_values[:-1]], -1)
sz = np.diag([-0.5, 0.5])
s_plus = np.array([[0.0, 0.0], [1.0, 0.0]])
one2, one7 = np.eye(2), np.eye(7)
Lz, Lp = lift(np.kron(lz, one2)), lift(np.kron(l_plus, one2))
Sz, Sp = lift(np.kron(one7, sz)), lift(np.kron(one7, s_plus))
spin_orbit = lift(np.kron(lz, sz) + 0.5 * (np.kron(l_plus, s_plus.T)
                                           + np.kron(l_plus.T, s_plus)))
coulomb = np.zeros((size, size))     # up to a constant energy
for rank, slater in slater_eV.items():
    center = float(wigner_3j(3, rank, 3, 0, 0, 0))
    for q in range(-rank, rank + 1):
        tensor = np.zeros((7, 7))
        for m in range(-3, 4):
            mp = m - q
            if abs(mp) <= 3:
                phase = -1 if m % 2 else 1
                tensor[m + 3, mp + 3] = (phase * 7 * center * float(
                    wigner_3j(3, rank, 3, -m, q, mp)))
        lifted = lift(np.kron(tensor, one2))
        coulomb += 0.5 * slater * lifted @ lifted.T
Jz, Jp = Lz + Sz, Lp + Sp
J_squared = Jz @ Jz + 0.5 * (Jp @ Jp.T + Jp.T @ Jp)


def decay_matrix(zeta, g=2.0):
    """Gap between the two lowest manifolds and the MD decay matrix."""
    energy, vec = np.linalg.eigh(coulomb + zeta * spin_orbit)
    lower, upper = vec[:, :16], vec[:, 16:30]
    for states, J in ((lower, 7.5), (upper, 6.5)):
        block = states.T @ J_squared @ states
        assert np.allclose(block, J * (J + 1) * np.eye(len(block)), atol=1e-6)
    pz = lower.T @ (Lz + g * Sz) @ upper
    pp = lower.T @ (Lp + g * Sp) @ upper
    pm = lower.T @ (Lp + g * Sp).T @ upper
    decay = pz.T @ pz + 0.5 * (pp.T @ pp + pm.T @ pm)
    return energy[16:30].mean() - energy[:16].mean(), decay


L, S_tot, J = 6.0, 1.5, 7.5
strength_LS = (((S_tot + L + 1)**2 - J**2) * (J**2 - (L - S_tot)**2)
               / (4 * J))
_, decay_weak = decay_matrix(0.001)
strength_weak = np.trace(decay_weak)
assert abs(strength_weak / strength_LS - 1) < 1e-4
gap_eV, decay_full = decay_matrix(spin_orbit_eV)
strength_full = np.trace(decay_full)
# every upper state, and so every Stark state, has the same total strength
assert np.allclose(decay_full, strength_full / 14 * np.eye(14), atol=1e-6)
assert abs(gap_eV / photon_eV - 1) < 0.1
assert abs(strength_full / strength_LS - 1) < 0.1
_, decay_g = decay_matrix(spin_orbit_eV, g_spin)
strength_g = np.trace(decay_g)

# ---- Worked example ----
rate_vacuum = md_rate(omega, 1.0, muB**2 * strength_LS / 14)
rate_si = index_cold**3 * rate_vacuum
tau_ms = 1e3 / rate_si
tau_round_ms = 1e3 / (10.0 * index_cold**3)
assert 9 < rate_vacuum < 11 and 2 < tau_ms < 3

# ---- Size of neglected effects ----
lines_eV = photon_eV - np.linspace(0, stark_span_eV, 8)
stark_factor = np.mean((lines_eV / photon_eV)**3)
rate_refined = rate_si * strength_g / strength_LS * stark_factor
tau_warm_index = 1e3 / (rate_vacuum * index_warm**3)
ed_rate = trial_ed_vacuum * ed_cavity
ed_halving = rate_si / ed_cavity
back_cold = prefactor * np.exp(-barrier_eV / (kB_eV * temperature_cold))
back_warm = prefactor * np.exp(-barrier_eV / (kB_eV * temperature_warm))
back_equal_K = barrier_eV / (kB_eV * np.log(prefactor / rate_si))
auger_density = rate_si / auger_cm3_s


def show(label, value, unit="", digits=".4g"):
    print(f"{label}: {value:{digits}} {unit}".rstrip())


show("Vacuum wavelength (input)", wavelength_nm, "nm")
show("Photon energy", photon_eV, "eV")
show("Index at 20 K (rough input)", index_cold)
show("Index cubed", index_cold**3)
show("Wavelength inside silicon", wavelength_nm / index_cold, "nm")
show("Dispersion model resonance (input)", resonance_eV, "eV")
show("Group index of dispersion model", group_index)
show("Mode sum / formula - 1, vacuum", sum_vac / formula_vac - 1, "", ".1e")
show("Mode sum / formula - 1, silicon", sum_si / formula_si - 1, "", ".1e")
show("Relative shift, box 10 to 30 wavelengths", sum_si / sum_small - 1,
     "", ".1e")
show("Cavity radius (input)", cavity_radius_nm, "nm")
show("MD factor with cavity", md_cavity)
show("Electric-dipole factor with cavity", ed_cavity)
show("Number of 4f^11 determinants", size, "", "d")
show("Line strength, LS formula", strength_LS, "muB^2")
show("Line strength, weak spin-orbit diagonalization", strength_weak,
     "muB^2", ".6f")
show("MD rate in vacuum, LS coupling", rate_vacuum, "1/s")
show("MD rate in silicon", rate_si, "1/s")
show("MD lifetime limit in silicon", tau_ms, "ms", ".3f")
show("Lifetime limit from a round 10 per second", tau_round_ms, "ms", ".3f")
show("MD lifetime in vacuum", 1e3 / rate_vacuum, "ms")
for rank, slater in slater_eV.items():
    show(f"Slater integral F{rank} (rough input)", slater, "eV")
show("Spin-orbit constant (rough input)", spin_orbit_eV, "eV")
show("Computed manifold gap", gap_eV, "eV")
show("Line strength, intermediate coupling, g = 2", strength_full, "muB^2")
show("Line strength, intermediate coupling, true g", strength_g, "muB^2")
show("Ground-manifold span (rough input)", stark_span_eV * 1e3, "meV")
show("Rate factor from Stark spread", stark_factor)
show("Refined MD rate in silicon", rate_refined, "1/s")
show("Refined MD lifetime limit", 1e3 / rate_refined, "ms", ".3f")
show("Index at 300 K (rough input)", index_warm)
show("MD lifetime limit with 300 K index", tau_warm_index, "ms", ".3f")
show("Trial electric-dipole vacuum rate (input)", trial_ed_vacuum, "1/s")
show("Trial electric-dipole rate in silicon, cavity", ed_rate, "1/s")
show("Lifetime with trial electric-dipole rate", 1e3 / (rate_si + ed_rate),
     "ms", ".3f")
show("Electric-dipole vacuum rate that halves lifetime", ed_halving, "1/s")
show("Back-transfer barrier (rough input)", barrier_eV, "eV")
show("Back-transfer prefactor (rough input)", prefactor, "1/s", ".1e")
show("Back-transfer rate at 20 K", back_cold, "1/s", ".1e")
show("Back-transfer rate at 300 K", back_warm, "1/s", ".1e")
show("Lifetime at 300 K with back-transfer", 1e6 / (rate_si + back_warm),
     "us", ".2g")
show("Temperature where back-transfer equals MD rate", back_equal_K, "K",
     ".3g")
show("Auger coefficient (rough input)", auger_cm3_s, "cm^3/s", ".1e")
show("Carrier density that halves lifetime", auger_density, "cm^-3", ".1e")
print("all tests passed")
```

Running it gives:

```
Vacuum wavelength (input): 1540 nm
Photon energy: 0.8051 eV
Index at 20 K (rough input): 3.45
Index cubed: 41.06
Wavelength inside silicon: 446.4 nm
Dispersion model resonance (input): 4.1 eV
Group index of dispersion model: 3.577
Mode sum / formula - 1, vacuum: -1.7e-10
Mode sum / formula - 1, silicon: 1.5e-10
Relative shift, box 10 to 30 wavelengths: -1.2e-04
Cavity radius (input): 0.25 nm
MD factor with cavity: 41.06
Electric-dipole factor with cavity: 7.149
Number of 4f^11 determinants: 364
Line strength, LS formula: 19.2 muB^2
Line strength, weak spin-orbit diagonalization: 19.199993 muB^2
MD rate in vacuum, LS coupling: 10.13 1/s
MD rate in silicon: 415.9 1/s
MD lifetime limit in silicon: 2.404 ms
Lifetime limit from a round 10 per second: 2.435 ms
MD lifetime in vacuum: 98.73 ms
Slater integral F2 (rough input): 12 eV
Slater integral F4 (rough input): 8.4 eV
Slater integral F6 (rough input): 6.7 eV
Spin-orbit constant (rough input): 0.295 eV
Computed manifold gap: 0.8088 eV
Line strength, intermediate coupling, g = 2: 18.79 muB^2
Line strength, intermediate coupling, true g: 18.88 muB^2
Ground-manifold span (rough input): 50 meV
Rate factor from Stark spread: 0.9109
Refined MD rate in silicon: 372.6 1/s
Refined MD lifetime limit: 2.684 ms
Index at 300 K (rough input): 3.48
MD lifetime limit with 300 K index: 2.343 ms
Trial electric-dipole vacuum rate (input): 10 1/s
Trial electric-dipole rate in silicon, cavity: 71.49 1/s
Lifetime with trial electric-dipole rate: 2.052 ms
Electric-dipole vacuum rate that halves lifetime: 58.18 1/s
Back-transfer barrier (rough input): 0.15 eV
Back-transfer prefactor (rough input): 1.0e+09 1/s
Back-transfer rate at 20 K: 1.6e-29 1/s
Back-transfer rate at 300 K: 3.0e+06 1/s
Lifetime at 300 K with back-transfer: 0.33 us
Temperature where back-transfer equals MD rate: 118 K
Auger coefficient (rough input): 5.0e-13 cm^3/s
Carrier density that halves lifetime: 8.3e+14 cm^-3
all tests passed
```
